# Why a strongly stressed silicon (001) wafer bends along ⟨100⟩: test program

```python
"""
Result under test: a free silicon (001) wafer with a strongly stressed
equibiaxial film bends into a near-cylinder curved along <100>, where the
plane-strain bending stiffness D(theta) is smallest.
Symbols: R, h wafer radius and thickness; N film force per length; M=N*h/2;
Q plane-stress stiffness; D=Q*h^3/12; C_g Gaussian-curvature stiffness.
The plate solver uses x/R, deflection/h and stiffness/q_unit. Its in-plane
displacements are eliminated by least squares, its deflection is polynomial.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legval, legder
from scipy.linalg import eigh, svd
from scipy.optimize import brentq, minimize_scalar
from scipy.constants import g as gravity


def plane_stiffness(c11, c12, c44, angle):
    """Rotate the full elastic tensor and release all out-of-plane stresses."""
    d = np.eye(3)
    tensor = (c12*np.einsum('ij,kl->ijkl', d, d)
              + c44*(np.einsum('ik,jl->ijkl', d, d)
                     + np.einsum('il,jk->ijkl', d, d)))
    for i in range(3):
        tensor[i, i, i, i] += c11-c12-2*c44
    c, s = np.cos(angle), np.sin(angle)
    rot = np.array([[c, s, 0], [-s, c, 0], [0, 0, 1]])
    tensor = np.einsum('ia,jb,kc,ld,abcd->ijkl', rot, rot, rot, rot, tensor,
                       optimize=True)
    pairs = [(0, 0), (1, 1), (0, 1), (2, 2), (1, 2), (0, 2)]
    v = np.array([[tensor[a+b] for b in pairs] for a in pairs])
    return v[:3, :3] - v[:3, 3:] @ np.linalg.solve(v[3:, 3:], v[3:, :3])


def leg(k, x, derivative=0):
    return legval(x, legder([0]*k+[1], derivative))


class Plate:
    def __init__(self, order, q):
        t, wt = leggauss(order+1)
        r = np.sqrt((t+1)/2)
        count = 4*order
        th = 2*np.pi*(np.arange(count//2)+0.5)/count
        x, y = np.outer(r, np.cos(th)).ravel(), np.outer(r, np.sin(th)).ravel()
        weight = np.outer(wt/4, np.full(len(th), 4*np.pi/count)).ravel()
        self.x, self.y, self.weight = x, y, weight
        root = np.linalg.cholesky(q).T
        sw = np.sqrt(weight)
        self.modes = [(i, d-i) for d in range(2, order+1, 2)
                      for i in range(d+1)]

        def field(modes, dx, dy):
            return np.array([leg(i, x, dx)*leg(j, y, dy) for i, j in modes])
        wxx, wyy = field(self.modes, 2, 0), field(self.modes, 0, 2)
        wxy = field(self.modes, 1, 1)
        curv = np.einsum('ij,jap->iap', root, np.array([wxx, wyy, 2*wxy]))*sw
        self.bend = np.einsum('iap,ibp->ab', curv, curv)/12
        self.force = (wxx+wyy) @ weight
        wx, wy = field(self.modes, 1, 0), field(self.modes, 0, 1)
        xy = np.einsum('ap,bp->pab', wx, wy)
        nonlin = np.array([np.einsum('ap,bp->pab', wx, wx)/2,
                           np.einsum('ap,bp->pab', wy, wy)/2,
                           (xy+xy.transpose(0, 2, 1))/2])
        nonlin = np.einsum('ij,jpab->ipab', root, nonlin)
        nonlin *= sw[None, :, None, None]
        odd = [(i, d-i) for d in range(1, 2*order, 2) for i in range(d+1)]
        ux, uy = field(odd, 1, 0).T, field(odd, 0, 1).T
        zero = np.zeros_like(ux)
        lin = np.array([np.hstack([ux, zero]), np.hstack([zero, uy]),
                        np.hstack([uy, ux])])
        lin = np.einsum('ij,jpc->ipc', root, lin)*sw[None, :, None]
        lin = lin.reshape(3*len(x), -1)
        lin = lin/np.linalg.norm(lin, axis=0)
        left, sing, _ = svd(lin, full_matrices=False)
        left = left[:, sing > 1e-12*sing[0]]
        flat = nonlin.reshape(3*len(x), -1)
        flat = flat - left @ (left.T @ flat)
        n = len(self.modes)
        self.stretch = flat.reshape(-1, n, n)

    def energy(self, w, load, full=True):
        gw = self.stretch @ w
        strain = gw @ w
        e = w @ self.bend @ w/2 - load*self.force @ w + strain @ strain/2
        if not full:
            return e
        grad = self.bend @ w - load*self.force + 2*gw.T @ strain
        hess = (self.bend + 4*gw.T @ gw
                + 2*np.tensordot(strain, self.stretch, 1))
        return e, grad, hess

    def solve(self, load, w, sub):
        """Damped Newton descent inside the symmetry subspace sub."""
        stiff = sub.T @ self.bend @ sub
        for _ in range(500):
            e, grad, hess = self.energy(w, load)
            lam, vec = eigh(sub.T @ hess @ sub, stiff)
            gs = vec.T @ (sub.T @ grad)
            size = np.maximum(np.abs(lam), 1e-6)
            decrement = np.sum(gs**2/size)
            if decrement < 1e-11*max(abs(e), 1e-3):
                return w, e, hess
            step, t = -sub @ (vec @ (gs/size)), 1.0
            while (self.energy(w+t*step, load, False)
                   > e - 1e-4*t*decrement + 1e-13*abs(e)):
                t /= 2
                if t < 1e-10:
                    raise RuntimeError('line search stalled')
            w = w+t*step
        raise RuntimeError('plate solver did not converge')

    def start(self, kx, ky):
        w = np.zeros(len(self.modes))
        w[self.modes.index((2, 0))] = kx/3
        w[self.modes.index((0, 2))] = ky/3
        return w

    def mirror_space(self):
        return np.eye(len(self.modes))[:, [i % 2 == 0 for i, _ in self.modes]]

    def pair_space(self, parity, sign):
        cols = []
        for i, j in self.modes:
            if i % 2 == parity and (i < j or (i == j and sign > 0)):
                c = np.zeros(len(self.modes))
                c[self.modes.index((i, j))] += 1
                c[self.modes.index((j, i))] += sign
                cols.append(c)
        return np.array(cols).T

    def rise(self, w, x, y):
        return sum(a*(leg(i, x)*leg(j, y)-leg(i, 0.)*leg(j, 0.))
                   for a, (i, j) in zip(w, self.modes))


def cylinder(plate, q, load):
    w, e, hess = plate.solve(load, plate.start(12*load/q[0, 0], 0),
                             plate.mirror_space())
    return w, e, eigh(hess, plate.bend, eigvals_only=True)[0]


def critical(plate, mode, scale, curvature):
    """Load at which the bowl first loses stability to the given mode class."""
    bowl = plate.pair_space(0, 1)

    def softest(load):
        _, _, hess = plate.solve(load, plate.start(curvature, curvature), bowl)
        return eigh(mode.T @ hess @ mode, mode.T @ plate.bend @ mode,
                    eigvals_only=True)[0]
    low = 0.4*scale
    assert softest(low) > 0
    while low < 8*scale:
        high = low+0.2*scale
        if softest(high) < 0:
            return brentq(softest, low, high, xtol=1e-7*scale)
        low = high
    raise RuntimeError('no bifurcation found')


# Rough typical inputs, SI units
c11, c12, c44 = 166e9, 64e9, 80e9
R, h, film_h, film_stress = 0.100, 200e-6, 2e-6, 300e6
film_E, film_nu, density = 200e9, 0.30, 2330.0
N = film_stress*film_h
M = N*h/2
q_unit = 1e11
to_load = R**2/(h**4*q_unit)
to_energy = q_unit*h**5/R**2
load = M*to_load

# Plane-strain stiffness: closed formula against tensor rotation
Q11, Q12, Q66 = c11-c12**2/c11, c12-c12**2/c11, c44
D11, D12, D66 = [q*h**3/12 for q in (Q11, Q12, Q66)]
dD = D66-(D11-D12)/2
D110 = D11+dD
angles = np.linspace(0, np.pi/2, 19)
D_tensor = np.array([plane_stiffness(c11, c12, c44, a)[0, 0]*h**3/12
                     for a in angles])
assert np.allclose(D_tensor, D11+dD*np.sin(2*angles)**2, rtol=1e-11)
assert np.argmin(D_tensor[:10]) == 0 and np.argmax(D_tensor) == 9
zener = 2*c44/(c11-c12)

# Uniform-curvature theory
compliance = np.linalg.inv(np.array([[c11, c12, c12], [c12, c11, c12],
                                     [c12, c12, c11]]))
S11, S12, S66 = compliance[0, 0], compliance[0, 1], 1/c44
C_g = h*R**4/(3*(48*S11+16*S12+8*S66))
soft100, soft110 = D11-D12, 2*D66
M100 = 2*D11*np.sqrt(soft100/C_g)
M110 = 2*D110*np.sqrt(soft110/C_g)
K_fixed = soft100/C_g
k_sum = M/D11
k_large = (k_sum+np.sqrt(k_sum**2-4*K_fixed))/2
k_small = K_fixed/k_large

q0 = plane_stiffness(c11, c12, c44, 0)/q_unit
q45 = plane_stiffness(c11, c12, c44, np.pi/4)/q_unit
quad0, quad45 = Plate(2, q0), Plate(2, q45)
rng = np.random.default_rng(4)


def free_curvatures(plate):
    """Descend from a random curvature; return curvatures and direction."""
    w, e, _ = plate.solve(load, rng.normal(size=3)*8, np.eye(3))
    kx, ky = [3*w[plate.modes.index(m)] for m in ((2, 0), (0, 2))]
    kxy = w[plate.modes.index((1, 1))]
    turn = np.degrees(0.5*np.arctan2(2*kxy, kx-ky)) % 90
    return kx, ky, kxy, turn, e


for _ in range(6):
    kx, ky, kxy, turn, e = free_curvatures(quad0)
    assert min(turn, 90-turn) < 0.01
    assert np.isclose((kx+ky)*h/R**2, k_sum, rtol=1e-4)
    assert np.isclose((kx*ky-kxy**2)*(h/R**2)**2, K_fixed, rtol=1e-4)
for plate, q, D, soft in ((quad0, q0, D11, soft100),
                          (quad45, q45, D110, soft110)):
    e = cylinder(plate, q, load)[1]*to_energy
    assert np.isclose(e, -np.pi*R**2*(M**2/(2*D)+soft**2/(2*C_g)), rtol=1e-7)
assert cylinder(quad45, q45, load)[2] < 0 < cylinder(quad0, q0, load)[2]
scale, k_crit = M100*to_load, np.sqrt(K_fixed)*R**2/h
for mode, expected in ((quad0.pair_space(0, -1), M100),
                       (quad0.pair_space(1, 1), M110)):
    assert np.isclose(critical(quad0, mode, scale, k_crit)/to_load,
                      expected, rtol=1e-5)

# Reversed anisotropy must reverse the preference
c44_soft = 33e9
r0 = plane_stiffness(c11, c12, c44_soft, 0)/q_unit
r45 = plane_stiffness(c11, c12, c44_soft, np.pi/4)/q_unit
for _ in range(4):
    assert abs(free_curvatures(Plate(2, r0))[3]-45) < 0.01
rev100 = cylinder(Plate(8, r0), r0, load)[1]*to_energy
rev110 = cylinder(Plate(8, r45), r45, load)[1]*to_energy
assert rev110 < rev100

# Full plate: bifurcation forces of the bowl and their convergence
full_crit = {}
for order in (8, 10):
    p = Plate(order, q0)
    full_crit[order] = np.array([
        critical(p, p.pair_space(0, -1), scale, k_crit),
        critical(p, p.pair_space(1, 1), scale, k_crit)])/to_load*2/h
assert full_crit[10][0] < full_crit[10][1] and full_crit[10][0] < N
assert np.all(np.abs(full_crit[10]/full_crit[8]-1) < 0.02)

# Full plate: competing bent states
gap = {}
for order in (10, 12):
    p0, p45 = Plate(order, q0), Plate(order, q45)
    w100, e100, eig100 = cylinder(p0, q0, load)
    w110, e110, eig110 = cylinder(p45, q45, load)
    gap[order] = (e110-e100)*to_energy
assert gap[12] > 0 and eig100 > 0 > eig110
assert abs(gap[12]/gap[10]-1) < 0.03
rise_x, rise_y = [p0.rise(w100, *pt)*h for pt in ((1., 0.), (0., 1.))]
centre_k = sum(a*leg(i, 0., 2)*leg(j, 0.)
               for a, (i, j) in zip(w100, p0.modes))*h/R**2
limit_gap = np.pi*R**2*M**2/2*(1/D11-1/D110)

# Approach to the cylinder limit: energy gained beyond -M^2/(2D)
excess = []
for factor in (1, 2, 4):
    row = []
    for p, q in ((p0, q0), (p45, q45)):
        e = cylinder(p, q, factor*load)[1]
        row.append(-e/(np.pi*(factor*load)**2*6/q[0, 0])-1)
    excess.append(row)
excess = np.array(excess)
assert np.all(excess > 0) and np.all(np.diff(excess, axis=0) < 0)
# an edge layer narrowing as load^(-1/2) predicts a ratio near one half
assert np.all((excess[2]/excess[0] > 0.35) & (excess[2]/excess[0] < 0.70))

# Unequal film moments along the two <110> directions
delta = 0.05
tilt = 0.5*np.arcsin(delta*D11/dD)


def cylinder_energy(a):
    n = np.array([np.cos(a), np.sin(a)])
    moment = n @ np.array([[M, delta*M], [delta*M, M]]) @ n
    return -moment**2/(2*plane_stiffness(c11, c12, c44, a)[0, 0]*h**3/12)


best = minimize_scalar(cylinder_energy, bounds=(0, np.pi/4), method='bounded',
                       options={'xatol': 1e-9}).x
assert abs(best-tilt) < 1e-4

# Film stiffness as a two-layer laminate with no net in-plane force
film_q = film_E/(1-film_nu**2)*np.array([[1, film_nu, 0], [film_nu, 1, 0],
                                        [0, 0, (1-film_nu)/2]])
laminate = []
for q in (q0*q_unit, q45*q_unit):
    top = h/2+film_h
    A = q*h+film_q*film_h
    B = film_q*(top**2-(h/2)**2)/2
    D = q*h**3/12+film_q*(top**3-(h/2)**3)/3
    laminate.append((D-B @ np.linalg.solve(A, B))[0, 0])
assert laminate[0] < laminate[1]

# Gravity on a centrally supported bowl is an isotropic moment
pressure = density*gravity*h
mean_rise = np.sum(p0.weight*(3*p0.x**2+5*p0.y**2)/2)/np.sum(p0.weight)
assert np.isclose(mean_rise, (3+5)/8)
M_gravity = pressure*R**2/8
weight = pressure*np.pi*R**2

print(f"C11, C12, C44 (rough inputs): {c11/1e9:.0f}, {c12/1e9:.0f}, {c44/1e9:.0f} GPa")
print(f"Wafer radius: {R*1e3:.0f} mm; thickness: {h*1e6:.0f} um")
print(f"Film thickness: {film_h*1e6:.1f} um; stress: {film_stress/1e6:.0f} MPa")
print(f"Film force N: {N:.0f} N/m; moment M: {M:.4f} N")
print(f"Anisotropy 2C44/(C11-C12): {zener:.3f} (no unit)")
print(f"Q11, Q12, Q66: {Q11/1e9:.1f}, {Q12/1e9:.1f}, {Q66/1e9:.1f} GPa")
print(f"Plane-strain modulus along <110>: {D110*12/h**3/1e9:.1f} GPa")
print(f"D<100>, D<110>: {D11:.5f}, {D110:.5f} N m")
print(f"D<110>/D<100>: {D110/D11:.4f} (no unit)")
print(f"D12, Delta D: {D12:.5f}, {dD:.5f} N m")
print(f"Gaussian stiffness C: {C_g:.4f} N m^3")
print(f"Uniform model critical N, <100>: {2*M100/h:.1f} N/m")
print(f"Uniform model critical N, <110>: {2*M110/h:.1f} N/m")
print(f"Full plate critical N, <100>: {full_crit[10][0]:.1f} N/m")
print(f"Full plate critical N, <110>: {full_crit[10][1]:.1f} N/m")
shift = full_crit[10]-full_crit[8]
print(f"Shift of these, order 8 to 10: {shift[0]:.3f}, {shift[1]:.3f} N/m")
print(f"Cylinder-limit curvature M/D<100>: {k_sum:.4f} 1/m")
print(f"Cylinder-limit bending radius: {1/k_sum:.3f} m")
print(f"Uniform model curvatures: {k_large:.4f}, {k_small:.4f} 1/m")
print(f"Full plate centre curvature along [100]: {centre_k:.4f} 1/m")
print(f"Full plate edge rise along [100]: {rise_x*1e3:.3f} mm")
print(f"Full plate edge rise along [010]: {rise_y*1e3:.3f} mm")
print(f"Unbuckled small-bow curvature: {M/(D11+D12):.4f} 1/m")
print(f"Full plate energy, <100> state: {e100*to_energy*1e6:.2f} uJ")
print(f"Full plate energy, <110> state: {e110*to_energy*1e6:.2f} uJ")
print(f"Energy preference for <100>: {gap[12]*1e6:.2f} uJ")
print(f"Shift of preference, order 10 to 12: {(gap[12]-gap[10])*1e6:.4f} uJ")
print(f"Preference from cylinder limit: {limit_gap*1e6:.2f} uJ")
print(f"Lowest scaled stability eigenvalue, <100>: {eig100:.4f} (no unit)")
print(f"Lowest scaled stability eigenvalue, <110>: {eig110:.4f} (no unit)")
for factor, row in zip((1, 2, 4), excess):
    print(f"Excess energy gain at {factor} x N, <100>, <110>: {100*row[0]:.2f}, {100*row[1]:.2f} %")
print(f"Reversed case C44: {c44_soft/1e9:.0f} GPa; anisotropy: {2*c44_soft/(c11-c12):.3f}")
print(f"Reversed case preference for <110>: {(rev100-rev110)*1e6:.2f} uJ")
print(f"Film moment inequality delta: {100*delta:.1f} %; turn: {np.degrees(tilt):.2f} deg")
print(f"Delta that turns bending fully to <110>: {100*dD/D11:.1f} %")
print(f"Film Young modulus, Poisson ratio: {film_E/1e9:.0f} GPa, {film_nu:.2f}")
print(f"Film raises D<100> by: {100*(laminate[0]/D11-1):.2f} %")
print(f"D<110>/D<100> with film: {laminate[1]/laminate[0]:.4f} (no unit)")
print(f"Silicon density (rough input): {density:.0f} kg/m^3")
print(f"Gravity moment / film moment: {100*M_gravity/M:.2f} %")
print(f"Wafer weight: {weight:.4f} N")
print(f"Weight times [100] edge rise: {weight*rise_x*1e6:.1f} uJ")
print(f"Edge slope M R/D<100>: {k_sum*R:.4f} (no unit)")
print(f"Edge slope squared: {100*(k_sum*R)**2:.3f} %")
print(f"Silicon surface bending stress: {Q11*k_sum*h/2/1e6:.2f} MPa")
print(f"Edge-layer length sqrt(h/curvature): {np.sqrt(h/k_sum)*1e3:.2f} mm")
print("checks complete")
```

Output:

```
C11, C12, C44 (rough inputs): 166, 64, 80 GPa
Wafer radius: 100 mm; thickness: 200 um
Film thickness: 2.0 um; stress: 300 MPa
Film force N: 600 N/m; moment M: 0.0600 N
Anisotropy 2C44/(C11-C12): 1.569 (no unit)
Q11, Q12, Q66: 141.3, 39.3, 80.0 GPa
Plane-strain modulus along <110>: 170.3 GPa
D<100>, D<110>: 0.09422, 0.11355 N m
D<110>/D<100>: 1.2052 (no unit)
D12, Delta D: 0.02622, 0.01933 N m
Gaussian stiffness C: 15.3610 N m^3
Uniform model critical N, <100>: 125.4 N/m
Uniform model critical N, <110>: 189.2 N/m
Full plate critical N, <100>: 129.5 N/m
Full plate critical N, <110>: 192.3 N/m
Shift of these, order 8 to 10: 0.000, -0.006 N/m
Cylinder-limit curvature M/D<100>: 0.6368 1/m
Cylinder-limit bending radius: 1.570 m
Uniform model curvatures: 0.6298, 0.0070 1/m
Full plate centre curvature along [100]: 0.5758 1/m
Full plate edge rise along [100]: 2.892 mm
Full plate edge rise along [010]: 0.045 mm
Unbuckled small-bow curvature: 0.4982 1/m
Full plate energy, <100> state: -642.44 uJ
Full plate energy, <110> state: -578.89 uJ
Energy preference for <100>: 63.55 uJ
Shift of preference, order 10 to 12: -0.0033 uJ
Preference from cylinder limit: 102.19 uJ
Lowest scaled stability eigenvalue, <100>: 0.3213 (no unit)
Lowest scaled stability eigenvalue, <110>: -0.4360 (no unit)
Excess energy gain at 1 x N, <100>, <110>: 7.04, 16.24 %
Excess energy gain at 2 x N, <100>, <110>: 4.69, 10.90 %
Excess energy gain at 4 x N, <100>, <110>: 3.15, 7.16 %
Reversed case C44: 33 GPa; anisotropy: 0.647
Reversed case preference for <110>: 60.83 uJ
Film moment inequality delta: 5.0 %; turn: 7.05 deg
Delta that turns bending fully to <110>: 20.5 %
Film Young modulus, Poisson ratio: 200 GPa, 0.30
Film raises D<100> by: 4.69 %
D<110>/D<100> with film: 1.1961 (no unit)
Silicon density (rough input): 2330 kg/m^3
Gravity moment / film moment: 9.52 %
Wafer weight: 0.1436 N
Weight times [100] edge rise: 415.2 uJ
Edge slope M R/D<100>: 0.0637 (no unit)
Edge slope squared: 0.406 %
Silicon surface bending stress: 9.00 MPa
Edge-layer length sqrt(h/curvature): 17.72 mm
checks complete
```
